**Powder magnetism of Ising Dy3+ doublets**

The program examines a powder of Dy$^{3+}$ ions with the isolated doublet $m_J=\pm15/2$, whose effective $g$ value is 20 along the crystal-field axis and 0 across it. Its saturation moment is $g/4=5$ Bohr magnetons per ion, and its weak-field $\chi T$ is 12.505 cm$^3$ K/mol, against 14.172 for the free-ion multiplet. Here $\chi$ is the molar susceptibility, $T$ the temperature, and $D$ the parameter of the axial crystal field $-DJ_z^2$. The program asserts the Landé factor 4/3 by projecting $\mathbf L+2\mathbf S$ from the 66-state $L,S$ space onto $J=15/2$. It also asserts that the doublet formulas agree with diagonalisation of all 16 states at a very large gap, and that the free-ion values follow when $D=0$. For $D/k=20$ K it compares the Van Vleck terms from perturbation theory with the full diagonalisation, within stated tolerances. The output shows a moment of 5.140 Bohr magnetons at 7 T and 2 K for this finite gap, and a $\chi T$ that rises from 12.529 at 2 K to 13.998 cm$^3$ K/mol at 300 K.

## Program and output

```python
"""
Result under test: a powder of Dy3+ ions with an isolated Ising doublet
mJ = +-15/2 (g = 20 along the axis, 0 across it) saturates at g/4 = 5 Bohr
magnetons and has chi*T = 12.50 cm^3 K/mol; the free ion has 14.17.

Symbols: J, L, S  angular momenta of the ground multiplet
         g_lande  Lande factor;  g_axis  effective spin-1/2 g value
         a        g_axis*muB*B/(2*k*T)
         D        axial crystal-field parameter in kelvin, H = -D*Jz^2
         M        moment per ion along the field, in Bohr magnetons
Molar susceptibilities are in cgs-emu units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

MU_B = const.physical_constants["Bohr magneton"][0]
K_B, N_A = const.k, const.N_A
MU_0 = const.physical_constants["vacuum mag. permeability"][0]
KELVIN_PER_TESLA = MU_B / K_B
# molar moment in emu per Bohr magneton, divided by gauss per tesla
EMU_FACTOR = N_A * MU_B * 1e3 / 1e4


def spin_matrices(j):
    """x, y, z matrices of angular momentum j, with m descending."""
    m = j - np.arange(int(round(2 * j)) + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return ((raising + raising.T) / 2,
            (raising - raising.T) / 2j,
            np.diag(m))


L, S, J = 5.0, 2.5, 7.5
g_lande = (L + 2 * S) / J          # from the stretched state
g_axis = 2 * g_lande * J
Jx, Jy, Jz = spin_matrices(J)

# Projection of L + 2S onto the J = 15/2 states of the full L,S space
L_ops = [np.kron(op, np.eye(6)) for op in spin_matrices(L)]
S_ops = [np.kron(np.eye(11), op) for op in spin_matrices(S)]
L_dot_S = sum(l @ s for l, s in zip(L_ops, S_ops))
values, vectors = np.linalg.eigh(L_dot_S)
V = vectors[:, np.abs(values - L * S) < 1e-8]
assert V.shape[1] == 16
for l, s in zip(L_ops, S_ops):
    moment_block = V.conj().T @ (l + 2 * s) @ V
    j_block = V.conj().T @ (l + s) @ V
    assert np.allclose(moment_block, g_lande * j_block, atol=1e-9)

# Transverse operators vanish inside the doublet
pair = np.ix_([0, 15], [0, 15])
assert np.allclose(Jx[pair], 0) and np.allclose(Jy[pair], 0)

# Longitudinal and transverse parts of J^2 in the stretched state
jz_squared = (Jz @ Jz)[0, 0]
transverse_squared = (Jx @ Jx + Jy @ Jy)[0, 0].real
assert abs(jz_squared - J**2) < 1e-12
assert abs(transverse_squared - J) < 1e-12


def reduced_field(B, T):
    return g_axis * KELVIN_PER_TESLA * B / (2 * T)


def doublet_powder(B, T):
    """Powder moment of the isolated doublet from the tanh integral."""
    a = reduced_field(B, T)
    integral = quad(lambda x: x * np.tanh(a * x), 0, 1,
                    epsabs=1e-13, epsrel=1e-12, limit=200)[0]
    return g_axis / 2 * integral


nodes, weights = np.polynomial.legendre.leggauss(40)
cosines, weights = (nodes + 1) / 2, weights / 2


def full_powder(B, T, D):
    """Powder moment from diagonalization of all 16 states."""
    total = 0.0
    for c, w in zip(cosines, weights):
        J_field = c * Jz + np.sqrt(1 - c * c) * Jx
        H = -D * Jz @ Jz + g_lande * KELVIN_PER_TESLA * B * J_field
        energy, states = np.linalg.eigh(H)
        population = np.exp(-(energy - energy[0]) / T)
        population /= population.sum()
        j_mean = np.einsum("ik,ij,jk->k", states, J_field, states)
        total -= w * g_lande * population @ j_mean
    return total


def full_chi_T(T, D):
    B = 1e-3 * T                   # keeps Zeeman energy far below k*T
    return EMU_FACTOR * full_powder(B, T, D) / B * T


# Closed formulas
curie_unit = MU_0 * N_A * MU_B**2 / (3 * K_B) * 1e6 / (4 * np.pi)
M_sat = g_axis / 4
chi_T_ising = curie_unit * g_axis**2 / 4
chi_T_free = curie_unit * g_lande**2 * J * (J + 1)
chi_T_missing = curie_unit * g_lande**2 * transverse_squared

# Isolated doublet against 16 states with a very large gap
for B in (0.1, 1.0, 7.0):
    assert abs(full_powder(B, 2.0, 1e5) - doublet_powder(B, 2.0)) < 1e-4
assert abs(full_powder(70.0, 2.0, 1e6) - M_sat) < 1e-3
assert abs(full_chi_T(2.0, 1e5) - chi_T_ising) < 1e-3
# Free ion: no crystal field
assert abs(full_chi_T(2.0, 0.0) - chi_T_free) < 1e-3
assert abs(full_powder(70.0, 2.0, 0.0) - g_lande * J) < 1e-6
# Numbers claimed in the statement
assert abs(M_sat - 5) < 1e-12 and abs(g_axis - 20) < 1e-12
assert abs(chi_T_ising - 12.5) < 0.01
assert abs(chi_T_free - 14.17) < 0.005
assert abs(chi_T_free - chi_T_ising - chi_T_missing) < 1e-10

# Approach to saturation and first nonlinear correction
a_high = reduced_field(7.0, 2.0)
M_asymptotic = g_axis / 2 * (0.5 - np.pi**2 / (24 * a_high**2))
assert abs(doublet_powder(7.0, 2.0) - M_asymptotic) < 1e-8
B_small = 0.05 / reduced_field(1.0, 2.0)
linear = g_axis / 2 * 0.05 / 3
loss = 1 - doublet_powder(B_small, 2.0) / linear
assert abs(loss / (0.05**2 / 5) - 1) < 0.01

# Finite gap: Van Vleck terms from second-order perturbation theory
D = 20.0
level_energies = np.sort(np.diag(-D * Jz @ Jz))
gap = level_energies[2] - level_energies[0]
M_vv = 2 / 3 * g_lande**2 * J * KELVIN_PER_TESLA * 7.0 / gap
chi_T_vv = 2 * curie_unit * g_lande**2 * J * 2.0 / gap
M_full = full_powder(7.0, 2.0, D)
# the field itself shifts the gap by about two per cent at 7 T
assert abs(M_full - doublet_powder(7.0, 2.0) - M_vv) < 0.005
assert abs(full_chi_T(2.0, D) - chi_T_ising - chi_T_vv) < 5e-4
assert abs(full_chi_T(1e5, D) - chi_T_free) < 0.01

print(f"Lande factor g_J: {g_lande:.4f}")
print(f"Axial g value of the doublet: {g_axis:.3f}")
print(f"Moment of the stretched state: {g_lande * J:.3f} muB")
print(f"<Jz^2> in the stretched state: {jz_squared:.2f}")
print(f"<Jx^2+Jy^2> in the stretched state: {transverse_squared:.2f}")
print(f"muB/k: {KELVIN_PER_TESLA:.5f} K/T")
print(f"C = N muB^2/(3k): {curie_unit:.5f} cm^3 K/mol")
print(f"Powder saturation moment: {M_sat:.3f} muB per ion")
print(f"Same, molar: {M_sat * N_A * MU_B:.2f} J/(T mol)")
print(f"chi T, Ising powder: {chi_T_ising:.3f} cm^3 K/mol")
print(f"chi T, free ion: {chi_T_free:.3f} cm^3 K/mol")
print(f"Difference of the two: {chi_T_missing:.3f} cm^3 K/mol")
print(f"Ratio Ising/free: {chi_T_ising / chi_T_free:.4f}")
to_SI = 4 * np.pi * 1e-6
print(f"chi T, Ising powder, SI: {chi_T_ising * to_SI:.4e} m^3 K/mol")
print(f"chi T, free ion, SI: {chi_T_free * to_SI:.4e} m^3 K/mol")
print("Isolated doublet, powder, T = 2 K:")
for B in (0.1, 1.0, 7.0):
    print(f"  B = {B:.1f} T: a = {reduced_field(B, 2.0):.4f}, "
          f"M = {doublet_powder(B, 2.0):.4f} muB")
apparent = EMU_FACTOR * doublet_powder(0.1, 2.0) / 0.1 * 2.0
print(f"M T/B at 0.1 T and 2 K: {apparent:.3f} cm^3 K/mol")
print(f"Asymptotic M at 7 T and 2 K: {M_asymptotic:.4f} muB")
print(f"16-state model: D/k = {D:.1f} K, first gap = {gap:.1f} K")
print(f"  Van Vleck moment at 7 T, formula: {M_vv:.4f} muB")
print(f"  M at 7 T and 2 K, all states: {M_full:.4f} muB")
print(f"  Van Vleck part of chi T at 2 K: {chi_T_vv:.4f} cm^3 K/mol")
for T in (2.0, 10.0, 100.0, 300.0, 1e5):
    print(f"  chi T at {T:.0f} K: {full_chi_T(T, D):.3f} cm^3 K/mol")
print(f"Free ion, M at 7 T and 2 K: {full_powder(7.0, 2.0, 0.0):.3f} muB")
print("success")
```

Output:

```
Lande factor g_J: 1.3333
Axial g value of the doublet: 20.000
Moment of the stretched state: 10.000 muB
<Jz^2> in the stretched state: 56.25
<Jx^2+Jy^2> in the stretched state: 7.50
muB/k: 0.67171 K/T
C = N muB^2/(3k): 0.12505 cm^3 K/mol
Powder saturation moment: 5.000 muB per ion
Same, molar: 27.92 J/(T mol)
chi T, Ising powder: 12.505 cm^3 K/mol
chi T, free ion: 14.172 cm^3 K/mol
Difference of the two: 1.667 cm^3 K/mol
Ratio Ising/free: 0.8824
chi T, Ising powder, SI: 1.5714e-04 m^3 K/mol
chi T, free ion, SI: 1.7809e-04 m^3 K/mol
Isolated doublet, powder, T = 2 K:
  B = 0.1 T: a = 0.3359, M = 1.0951 muB
  B = 1.0 T: a = 3.3586, M = 4.6396 muB
  B = 7.0 T: a = 23.5100, M = 4.9926 muB
M T/B at 0.1 T and 2 K: 12.232 cm^3 K/mol
Asymptotic M at 7 T and 2 K: 4.9926 muB
16-state model: D/k = 20.0 K, first gap = 280.0 K
  Van Vleck moment at 7 T, formula: 0.1493 muB
  M at 7 T and 2 K, all states: 5.1400 muB
  Van Vleck part of chi T at 2 K: 0.0238 cm^3 K/mol
  chi T at 2 K: 12.529 cm^3 K/mol
  chi T at 10 K: 12.624 cm^3 K/mol
  chi T at 100 K: 13.497 cm^3 K/mol
  chi T at 300 K: 13.998 cm^3 K/mol
  chi T at 100000 K: 14.172 cm^3 K/mol
Free ion, M at 7 T and 2 K: 9.939 muB
success
```
